# The Dyson Equation for a Crystal Defect: Inverting the Perturbed Block

## The difficulty

One impurity changes a few matrix elements of a crystal Hamiltonian, yet a supercell calculation treats the whole matrix as new. In the example below, a $4\times4\times4$ supercell has 896 orbitals, of which 23 are touched by the impurity. Enlarging the cell to separate the impurity from its periodic images makes the matrix grow while the number 23 stays fixed. Cutting the problem down by hand is no cure: if the changed bonds around this impurity are left out, its gap level moves by 0.20 eV.

The Dyson equation keeps the host exactly as given and confines the new work to the changed block. Its price is that the host propagator must be known beforehand.

## Setting and conventions

The algebra is in atomic units. The Hamiltonian is a one-particle (mean-field) operator in a basis of localized, linearly independent orbitals, which may overlap. The host has Hamiltonian matrix $H_0$ and overlap matrix $S_0$; with the defect they become $H$ and $S$. For now both have the same number of orbitals. Define

$$G_0(z)=(zS_0-H_0)^{-1},\qquad G(z)=(zS-H)^{-1},$$

where the complex energy $z$ is an eigenvalue of neither problem. The perturbation is

$$U(z)=(H-H_0)-z(S-S_0).$$

It depends on energy if overlaps change. Let $D$ be the set of orbitals touched by any nonzero element of $U$, and $R$ the rest. Then only $u\equiv U_{DD}$ is nonzero. An orbital whose own energy is unchanged still belongs to $D$ if one of its hoppings or overlaps has changed.

## The Dyson equation

Inserting the definition of $U$ gives

$$zS-H=(zS_0-H_0)-U .$$

Since $(zS-H)G=1$,

$$(zS_0-H_0)\,G-U G=1 .$$

Multiply from the left by $G_0$. The first term becomes $G$, and

$$G=G_0+G_0\,U\,G. \tag{1}$$

Nothing has been expanded, so the strength of $U$ is not restricted.

## Why one small inverse is enough

Take the rows of (1) that belong to $D$, keeping all columns (written as a colon). Because $U$ has only the block $u$,

$$G_{D:}=G_{0,D:}+g\,u\,G_{D:},\qquad g\equiv G_{0,DD}.$$

The unknown on the right is the same set of rows as on the left, so the equation closes:

$$G_{D:}=(1-gu)^{-1}G_{0,D:}. \tag{2}$$

Now take all rows of (1) and insert (2):

$$G=G_0+G_{0,:D}\,T\,G_{0,D:},\qquad T=u\,(1-gu)^{-1}. \tag{3}$$

The inverted matrix has the size of $D$. Everything outside $D$ follows by multiplication. For the block inside $D$ alone, (2) gives $G_{DD}=(1-gu)^{-1}g$, which needs no host element outside $D$.

The inverse exists for the allowed $z$. With the orbitals ordered as $D,R$,

$$1-G_0U=\begin{pmatrix}1-gu&0\\-G_{0,RD}\,u&1\end{pmatrix},$$

which is block triangular, so its determinant is $\det(1-gu)$. Factoring $zS-H=(zS_0-H_0)(1-G_0U)$ then gives

$$\det(1-gu)=\frac{\det(zS-H)}{\det(zS_0-H_0)}, \tag{4}$$

and neither determinant on the right vanishes.

For weak perturbations $T=u+ugu+\dots$, and the first term is the Born approximation. The series converges only if all eigenvalues of $gu$ are smaller than one in magnitude. At a defect level at least one eigenvalue equals one (one for each degenerate state), so the series fails where the inverse is most needed.

As a test, the impurity described below was put into the 896-orbital supercell. At an energy near midgap with imaginary part 0.3 eV, every element of (3) was compared with the direct inverse of the full matrix. The largest difference was $2.6\times10^{-15}\ \mathrm{eV}^{-1}$.

## Where the host propagator comes from

Collect the host eigenvectors as columns of a matrix $C$, normalized so that $C^\dagger S_0C=1$ and $C^\dagger H_0C=\varepsilon$, with $\varepsilon$ diagonal. Then $C^\dagger(zS_0-H_0)C=z-\varepsilon$, and inverting both sides gives $G_0=C(z-\varepsilon)^{-1}C^\dagger$. In a crystal of $N=L^3$ cells with periodic boundaries, the eigenvectors are Bloch states with amplitude $e^{i\mathbf k\cdot\mathbf R_a}C_{a n}(\mathbf k)/\sqrt N$ on orbital $a$ in cell $\mathbf R_a$. Therefore

$$G_{0,ab}(z)=\frac1N\sum_{\mathbf k n}\frac{e^{i\mathbf k\cdot(\mathbf R_a-\mathbf R_b)}\,C_{an}(\mathbf k)\,C^*_{bn}(\mathbf k)}{z-\varepsilon_{n\mathbf k}}. \tag{5}$$

This costs one diagonalization of primitive-cell size per $\mathbf k$ point, done once. The statement that only the perturbed block needs inversion refers to the defect step that follows.

The $L^3$ mesh in (5) describes the same system as a supercell of $L^3$ cells treated at its $\Gamma$ point. To see what a finite $L$ does, write the host resolvent at fixed $z$ as a Fourier series in $\mathbf k$ with coefficients $F(\mathbf R)$, the propagator of the infinite crystal. Summing $e^{i\mathbf k\cdot\mathbf R}$ over the mesh cannot distinguish vectors that differ by $L$ cells, so

$$G_0^{(L)}(\mathbf R)=\sum_{\mathbf M}F(\mathbf R+L\mathbf M),$$

with $\mathbf M$ running over integer vectors. The terms $\mathbf M\neq0$ are the images. For hoppings of finite range and $z$ in a gap, the resolvent is a smooth (analytic) periodic function of $\mathbf k$, so $F$ falls off exponentially with distance, and so does the image error. Inside a band this argument fails. There one uses $z=E+i\eta$ and a mesh so fine that the band energies change little, compared with $\eta$, from one $\mathbf k$ point to the next. A small average spacing of all the levels is not enough.

## Counting states

For any invertible matrix, $\frac{d}{dz}\ln\det M=\mathrm{Tr}\,(M^{-1}\,dM/dz)$. With $M=zS-H$ this is $\mathrm{Tr}\,GS$, and likewise for the host. Taking the logarithmic derivative of (4),

$$\mathrm{Tr}\,GS-\mathrm{Tr}\,G_0S_0=\frac{d}{dz}\ln\det(1-gu). \tag{6}$$

Since $\mathrm{Tr}\,GS=\sum_i(z-\varepsilon_i)^{-1}$ and $\mathrm{Im}\,(E+i0-\varepsilon_i)^{-1}=-\pi\delta(E-\varepsilon_i)$, the change in the density of states is

$$\Delta\rho(E)=-\frac1\pi\,\mathrm{Im}\,\frac{d}{dz}\ln\det(1-gu)\Big|_{z=E+i0}.$$

The small block thus holds the change in the state count of the entire crystal. By (4), $\det(1-gu)$ has zeros at the new eigenvalues and poles at the old ones; where the two coincide, they cancel. Its winding number around a closed contour is the number of states gained inside.

## Levels in the gap

A bound state obeys $(ES-H)c=0$, which is $(ES_0-H_0)c=Uc$. In a host gap $G_0(E)$ exists, so

$$c=G_{0,:D}\,u\,c_D,\qquad (1-gu)\,c_D=0,\qquad \det\big(1-g(E)u(E)\big)=0. \tag{7}$$

The first relation extends the state from $D$ to the whole crystal. In an orthogonal basis its norm is

$$c^\dagger c=c_D^\dagger u\,(G_0^2)_{DD}\,u\,c_D=-\,c_D^\dagger u\,\frac{dg}{dE}\,u\,c_D,$$

because $G_0$ is Hermitian at real energies in the gap and $dG_0/dE=-G_0^2$.

## Removed and added orbitals

For a vacancy, let $D$ be the orbitals taken away and $A=zS_0-H_0$. The propagator sought is $(A_{RR})^{-1}$. Two blocks of $AG_0=1$ read

$$A_{RR}G_{0,RR}+A_{RD}G_{0,DR}=1,\qquad A_{RR}G_{0,RD}+A_{RD}\,g=0 .$$

The second gives $A_{RD}=-A_{RR}G_{0,RD}\,g^{-1}$. Inserted in the first,

$$(A_{RR})^{-1}=G_{0,RR}-G_{0,RD}\,g^{-1}\,G_{0,DR}. \tag{8}$$

Again only a $D$-sized matrix is inverted. The same result follows from (3) by pushing the removed orbitals to infinite energy: for $u=w\cdot1$, $T=w(1-wg)^{-1}\to-g^{-1}$ as $w\to\infty$. In a host gap $G_0$ is finite, so (8) can diverge only where $\det g=0$; vacancy levels in the gap, if there are any, lie there. Changes on the neighbours of the vacancy are added by a second use of (3). For three oxygen $p$ orbitals removed from the example crystal, (8) agreed with direct inversion to $2.4\times10^{-16}\ \mathrm{eV}^{-1}$.

For an interstitial atom, first enlarge the host by its orbitals, decoupled and at an arbitrary energy $e_0\neq z$. The coupling and the true orbital energies then go into $u$. The final $zS-H$ does not contain $e_0$, so neither does $G$. The count in (6) is then relative to the enlarged host, which has one extra state at $e_0$ for each added orbital.

Overlap and an added orbital were tested together on a random 30-orbital model with six orbitals in $D$. For $e_0=-3$ and $e_0=7$ in the model's units, (3) matched the direct inverse to $3.9\times10^{-16}$, and (6) held to $1.8\times10^{-9}$ with a numerical derivative.

## Example: an impurity on the Ti site of SrTiO3

The host model has five Ti $d$ and nine O $p$ orbitals per cell, taken as orthogonal. Its parameters are rough, rounded values:

- orbital energies: 0 ($p$), 4.2 ($t_{2g}$) and 6.2 eV ($e_g$);
- Ti–O hopping: $-2.4$ ($\sigma$) and 1.2 eV ($\pi$);
- O–O hopping: 0.4 ($\sigma$) and $-0.1$ eV ($\pi$).

The valence top lies at 1.00 eV and the conduction bottom at 4.20 eV. The impurity lowers the five $d$ energies by 3 eV and multiplies the hopping to its six oxygen neighbours by 0.9. Hence $D$ has $5+6\times3=23$ orbitals.

**Reduction by symmetry.** Consider the three twofold rotations about the cubic axes through the impurity. The orbital $d_{xy}$ is even under the rotation about $z$ and odd under the other two; $d_{yz}$ and $d_{zx}$ are even about $x$ and $y$ respectively; the $e_g$ orbitals are even under all three. Host and impurity share these symmetries, so neither $g$ nor $u$ mixes the classes. Within the $d_{xy}$ class, $u$ acts on just two functions: $d_{xy}$ itself and the normalized combination $q$ of the four $p$ orbitals bonded to it. The host coupling between them is $\sqrt4\times1.2=2.4$ eV, and its change is $-0.1\times2.4=-0.24$ eV. Thus

$$u=\begin{pmatrix}-3&-0.24\\-0.24&0\end{pmatrix}\ \mathrm{eV}.$$

Other functions of this class in $D$ are annihilated by $u$ and leave the determinant unchanged.

**The level by hand.** On the $16^3$ mesh at $E=2.570164$ eV, the host propagator in the basis $(d_{xy},q)$ is

$$g=\begin{pmatrix}-0.301078&-0.212205\\-0.212205&0.144108\end{pmatrix}\ \mathrm{eV}^{-1}.$$

The upper left element of $gu$ is $0.903234+0.050929=0.954163$, the upper right $0.072259$, the lower left $0.636615-0.034586=0.602029$, and the lower right $0.050929$. Hence

$$\det(1-gu)=0.045837\times0.949071-0.072259\times0.602029=0.04350-0.04350=0$$

to five decimals. The many digits serve only this check of the arithmetic. The level lies 1.57 eV above the valence top and 1.63 eV (0.0599 hartree) below the conduction bottom. Cubic rotations carry $d_{xy}$ into $d_{yz}$ and $d_{zx}$, so it is threefold, not counting spin.

**Comparison with the full supercell.** For $L=4$, diagonalizing the 896-orbital matrix gives three gap levels. They agree with the root of the $2\times2$ determinant to $3.3\times10^{-14}$ eV. The winding number of the 23-orbital determinant is 3 around the level. It is also 3 around everything from $-15$ eV up to 3.38 eV, as the direct count confirms. The number of valence states is therefore unchanged, and the three levels have come out of the conduction bands.

**Image error.** Relative to $L=16$, the level is too low by 5.3 meV for $L=4$, 0.19 meV for $L=6$ and 0.006 meV for $L=8$. This rapid fall is what the image sum leads one to expect in a gap. In all these cases the inverted block keeps its size. For $L=4$, a cubic operation count puts one inversion of size 896 at about $(896/23)^3\approx6\times10^4$ times one of size 23, leaving aside the host step and the multiplications in (3).

**A set that is too small.** If the changed hopping is dropped, with the $d$ shift held fixed, the condition shrinks to $1+3g_{dd}=0$ ($g_{dd}$ in $\mathrm{eV}^{-1}$) and gives 2.77 eV instead of 2.57 eV. The algebra is still exact, but for a different impurity.

## When the perturbation is not confined

In a self-consistent calculation the electron density changes the potential, so $u$ must be updated until it settles, while $G_0$ is kept. The density also changes outside $D$: the gap state has 66 percent of its weight on the impurity $d$ orbital and 93 percent on all of $D$, leaving 7 percent beyond. Any change of the potential outside $D$ is neglected unless $D$ is enlarged.

A charged defect has a Coulomb tail, and then no finite $D$ is exact. For one positive charge, the tail was added on all orbitals outside $D$, the nearest being 3.9 angstrom away, with $u$ held fixed and $L=4$. The level moves by $-0.066$ eV with a rough electronic dielectric constant of 5, and by $-0.001$ eV with a rough static value of 300. The first figure is not yet converged at $L=4$: for $L=6$ to 12 it settles at $-0.062$ eV. These figures belong to this compact level. A shallow donor state, such as that of phosphorus in silicon, extends over many cells, and for it the tail is the main part of the binding.

## The model beside the real material

The lattice constant of 3.9 angstrom and the gap of 3.2 eV are close to those of real SrTiO3. The shape of the band edges is not: in the model the conduction bottom is flat along $\Gamma$–X and the valence top is flat along M–R, so it should not be used for effective masses or for levels close to either edge. The impurity stands for a later 3$d$ metal in a general way, and its level is not a prediction for a particular element. Direct Ti–Ti hopping, full lattice relaxation and Hund exchange are left out and were not sized. The last matters: a later 3$d$ ion usually has a partly filled shell, and its levels then split by spin, by an amount that can exceed every effect sized below.

Of the effects sized here, the largest comes from the assumption of a fixed mean field. With a rough $d$-shell repulsion of 3 eV, two electrons in the same gap orbital repel each other by about $3\times0.66^2\approx1.3$ eV, comparable with the distance to either band edge. This estimate leaves out the response of the other electrons, which weakens the effect. The level of a real impurity can still depend noticeably on its charge state, so $u$ must be found separately for each.

The other effects sized here are smaller. If hopping varies roughly as length to the power $-3.5$, stretching the six impurity bonds by 1 percent lowers the level by 0.06 eV. Spin–orbit coupling splits a $t_{2g}$ level by 3/2 of the spin–orbit constant, reduced here by the $d$ weight; a rough constant of 0.02 eV, suited to the start of the 3$d$ row, gives $1.5\times0.02\times0.66\approx0.02$ eV. Near the end of the row the constant is several times larger. The thermal energy at 300 K is 0.026 eV, far below the distance to either band. The repulsion and the change of the six impurity bonds act within $D$ and can be included without enlarging the block. Moving the oxygen neighbours also alters their bonds to atoms farther out; to include that, the orbitals of those atoms must join $D$. With the outer Ti–O bonds shortened accordingly, the 1 percent move lowers the level by about 0.07 eV instead of 0.06 eV. The values used here are listed in the numerical output.

## Table of computed values

```
lattice constant (rough)            3.9 angstrom
orbital energies p, t2g, eg         0.0 4.2 6.2 eV
hopping pd sigma, pd pi             -2.4 1.2 eV
hopping pp sigma, pp pi             0.4 -0.1 eV
impurity d shift                    -3.0 eV
impurity bond scale                 0.90
valence top, 16^3 mesh              1.0000 eV
conduction bottom, 16^3 mesh        4.2000 eV
host gap                            3.2000 eV
orbitals in D                       23
orbitals in 4x4x4 supercell         896
max error, overlap + added orbital  3.9e-16 (random model)
max error, trace identity           1.8e-09 (random model)
max error, crystal propagator       2.6e-15 1/eV
max error, vacancy propagator       2.4e-16 1/eV
max error, gap level                3.3e-14 eV
gap levels by winding               3.000000
change of states below mu, winding  3.000000
change of states below mu, direct   3
energy mu                           3.3824 eV
level, L =  4                       2.564850 eV
level, L =  6                       2.569978 eV
level, L =  8                       2.570158 eV
level, L = 12                       2.570164 eV
level, L = 16                       2.570164 eV
G0 dd at level, L = 16              -0.301078 1/eV
G0 dq at level, L = 16              -0.212205 1/eV
G0 qq at level, L = 16              0.144108 1/eV
U dd, U dq                          -3.0000 -0.2400 eV
2x2 determinant at level            -1.5e-14
level above valence top             1.5702 eV
level below conduction bottom       1.6298 eV
same depth in atomic units          0.05990 hartree
weight on impurity d orbital        0.6599
weight on all of D                  0.9254
level if bond change is left out    2.7709 eV
error from leaving it out           0.2007 eV
nearest orbital outside D           3.90 angstrom
rough dielectric constants          5 300
tail shift, electronic screening    -0.0659 eV (L = 4)
tail shift, static screening        -0.0009 eV (L = 4)
rough d-shell repulsion             3.0 eV
pair repulsion in the level         1.31 eV
rough hopping-length exponent       3.5
shift for 1 percent longer bonds    -0.0619 eV
rough spin-orbit constant           0.02 eV
spin-orbit splitting of the level   0.0198 eV
thermal energy at 300 K             0.0259 eV
```
